# Partial isotope coefficients for a two-peak phonon spectrum in Migdal-Eliashberg theory: test program

```python
# Rainer-Culetto partial isotope coefficients, linearized isotropic Eliashberg theory.
# Units hbar = k_B = 1, energies in meV.  alpha2F = sum_i (lam_i w_i/2) delta(w - w_i).
# lam(l) = sum_i lam_i w_i^2/(w_i^2+nu_l^2), nu_l = 2 pi T l; K = A - D for n,m >= 0,
# A = lam(n-m)+lam(n+m+1)-2 mu c_n c_m, D = 2n+1+lam(0)+2 sum_{l=1..n} lam(l),
# c = [1+(w_n/wc)^8]^(-1/2). Tc: top eigenvalue rho of K is 0, unit eigenvector d.
# W_l = drho/dlam(l), P = -T drho/dT, g(w) = w G(w)/(2Tc), G = dTc/dalpha2F, R = dg/dw.
# Under test: beta_i = -dlnTc/dlnM_i = (lam_i w_i/2) R(w_i), and
# beta_H + beta_L = 1/2 - (1/2) dlnTc/dln wc, equal to 1/2 at mu = 0.
import numpy as np
from scipy.linalg import toeplitz, hankel, eigh
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy.constants import physical_constants

KB = physical_constants["Boltzmann constant in eV/K"][0] * 1e3  # meV/K
H = 1e-3

def phonon_parts(seq, N):
    A = toeplitz(seq[:N]) + hankel(seq[1:N + 1], seq[N:2 * N])
    D = 2 * np.arange(N) + 1 + seq[0] + 2 * np.cumsum(np.r_[0.0, seq[1:N]])
    return A, D

def cutoff(T, wc, N):
    x8 = (np.pi * T * (2 * np.arange(N) + 1) / wc) ** 8
    return (1 + x8) ** -0.5, 4 * x8 * (1 + x8) ** -1.5

def parts(T, lam, om, mu, wc, N):
    nu = 2 * np.pi * T * np.arange(2 * N)[:, None]
    A, D = phonon_parts((lam * om**2 / (om**2 + nu**2)).sum(1), N)
    c = cutoff(T, wc, N)[0]
    return A - 2 * mu * np.outer(c, c), D

def top_scaled(T, *a):
    A, D = parts(T, *a)
    s = D ** -0.5
    B = A * np.outer(s, s)
    if len(D) > 300:
        e, v = eigsh(B, k=1, which="LA", v0=s)
    else:
        e, v = eigh(B, subset_by_index=[len(D) - 1, len(D) - 1])
    d = v[:, 0] * s
    return e[0], d * np.sign(d[0]) / np.linalg.norm(d)

def ln_tc(lam, om, mu, wc, N, guess=None):
    hi = np.log(0.2 * np.sqrt((lam * om**2).sum()))
    lo, hi = (hi - np.log(30), hi) if guess is None else (guess - 0.06, guess + 0.06)
    return brentq(lambda t: top_scaled(np.exp(t), lam, om, mu, wc, N)[0] - 1,
                  lo, hi, xtol=1e-13, rtol=1e-14)

def rho(T, *a):
    A, D = parts(T, *a)
    return eigh(A - np.diag(D), eigvals_only=True)[-1]

def weights(d):
    N = len(d)
    p = np.r_[d, np.zeros(2 * N)]
    W = np.zeros(2 * N)
    for l in range(1, 2 * N):
        W[l] = 0.5 * ((p[:l] + p[:l][::-1]) ** 2).sum() - ((d - p[l:l + N]) ** 2).sum()
    return W

class Solution:
    def __init__(s, lam, om, mu, wc, N):
        s.a = (lam, om, mu, wc, N)
        s.t = ln_tc(*s.a)
        s.T = np.exp(s.t)
        s.d = top_scaled(s.T, *s.a)[1]
        s.W = weights(s.d)
        s.nu = 2 * np.pi * s.T * np.arange(2 * N)
        c, cp = cutoff(s.T, wc, N)
        s.Q = lam * np.array([(s.W * 2 * w**2 * s.nu**2 / (w**2 + s.nu**2)**2).sum() for w in om])
        s.cd, s.cpd = c @ s.d, cp @ s.d
        s.P = s.Q.sum() - 4 * mu * s.cd * s.cpd
        s.beta = np.array([l * w / 2 * s.R(w) for l, w in zip(lam, om)])
        s.dwc = -4 * mu * s.cd * s.cpd / s.P
        s.dmu = -2 * s.cd**2 / s.P
    def g(s, w):
        return (s.W * w**2 / (w**2 + s.nu**2)).sum() / s.P
    def R(s, w):
        return (s.W * 2 * w * s.nu**2 / (w**2 + s.nu**2)**2).sum() / s.P
    def beta_fd(s):
        lam, om, mu, wc, N = s.a
        out = []
        for i in range(len(om)):
            v = []
            for dm in (H, -H):
                o = om.copy()
                o[i] *= np.exp(-dm / 2)
                v.append(ln_tc(lam, o, mu, wc, N, s.t))
            out.append(-(v[0] - v[1]) / (2 * H))
        return np.array(out)

def show(label, x, unit="", f=".5f"):
    print(label, "=", " ".join(format(v, f) for v in np.atleast_1d(x)), unit)

# weight formula against the matrix quadratic form, random data
rng = np.random.default_rng(1)
seq, dr = rng.normal(size=24), rng.normal(size=12)
Ar, Dr = phonon_parts(seq, 12)
assert abs(dr @ Ar @ dr - (Dr - 2 * np.arange(12) - 1) @ dr**2 - weights(dr) @ seq) < 1e-10

lam, om, mu, wc, N = np.array([0.5, 0.5]), np.array([20.0, 100.0]), 0.12, 1000.0, 256
show("input omega H, L", om, "meV", ".1f")
show("input lambda H, L", lam, "", ".2f")
show("input mu*, N", [mu, N], "", ".6g")
show("input omega_c", wc, "meV", ".0f")
show("peak areas lam*omega/2 H, L", lam * om / 2, "meV", ".2f")
sols = {}
for m in (0.0, mu):
    s = sols[m] = Solution(lam, om, m, wc, N)
    assert abs(rho(s.T, *s.a)) < 1e-9
    # unfolded gap equation, Z from an explicit sum over both signs
    lf = lambda l: (lam * om**2 / (om**2 + (2 * np.pi * s.T * l[:, None])**2)).sum(1)
    big, mm = np.arange(-50000, 50000), np.arange(-N, N)
    fold = np.where(mm >= 0, mm, -mm - 1)
    c = cutoff(s.T, wc, N)[0]
    for n in range(4):
        Dn = 2 * n + 1 + lf(n - big) @ np.sign(big + 0.5)
        assert abs(Dn * s.d[n] - (lf(n - mm) - m * c[n] * c[fold]) @ s.d[fold]) < 1e-6
    Pfd = -(rho(s.T * np.exp(H), *s.a) - rho(s.T * np.exp(-H), *s.a)) / (2 * H)
    assert abs(Pfd / s.P - 1) < 1e-5
    s.fd = s.beta_fd()
    assert np.abs(s.fd - s.beta).max() < 1e-6
    s2 = Solution(lam, om, m, wc, 2 * N)
    assert abs(s2.t - s.t) < 1e-5 and np.abs(s2.beta - s.beta).max() < 1e-5
    if m == 0:
        assert abs(s.fd.sum() - 0.5) < 1e-6 and abs(s.Q.sum() / (2 * Pfd) - 0.5) < 1e-5
    tag = "mu*=%.2f " % m
    show(tag + "Tc", s.T, "meV = %.3f K" % (s.T / KB))
    show(tag + "nu_1", s.nu[1], "meV", ".4f")
    show(tag + "d_0..d_3", s.d[:4])
    show(tag + "W_1..W_4", s.W[1:5])
    show(tag + "Q_H, Q_L, P", np.r_[s.Q, s.P])
    show(tag + "g at H, L", [s.g(w) for w in om])
    show(tag + "G at H, L", [2 * s.T * s.g(w) / w for w in om])
    show(tag + "R at H, L", [s.R(w) for w in om], "1/meV", ".5e")
    show(tag + "beta H, L, sum (formula)", np.r_[s.beta, s.beta.sum()], "", ".6f")
    show(tag + "beta H, L, sum (re-solved Tc)", np.r_[s.fd, s.fd.sum()], "", ".6f")
s0, s1 = sols[0.0], sols[mu]

# positivity at mu = 0
assert (s0.d > 0).all() and (np.diff(s0.d) < 0).all()
pad = np.r_[s0.d, np.zeros(N)]
assert all(s0.W[l] >= pad[:l] @ pad[:l][::-1] - 1e-13 for l in range(1, 2 * N))
assert (s0.fd > 0).all() and (s0.fd < 0.5).all()
show("omega_log rule lam_i/(2 lam)", lam / (2 * lam.sum()))
show("omega_2 rule H, L", lam * om**2 / (2 * (lam * om**2).sum()))
for i, nm in enumerate("HL"):
    o = om.copy()
    o[i] /= np.sqrt(1.1)
    ex, pw = np.exp(ln_tc(lam, o, 0.0, wc, N, s0.t)), s0.T * 1.1 ** -s0.beta[i]
    assert abs(ex / pw - 1) < 2e-3
    show("mu*=0 Tc, mass %s +10%%: solved, power law" % nm, [ex / KB, pw / KB], "K", ".3f")

# functional derivative: add a weak probe mode and re-solve
gfd = {}
for w in (5.0, 50.0, 600.0, 900.0):
    v = [ln_tc(np.r_[lam, e], np.r_[om, w], mu, wc, N, s1.t) for e in (1e-4, -1e-4)]
    gfd[w] = (v[0] - v[1]) / 2e-4
    assert abs(gfd[w] - s1.g(w)) < 1e-5
assert gfd[900.0] < gfd[600.0] and s1.d.min() < 0
show("mu*=0.12 probe g at 5, 50, 600, 900 meV", list(gfd.values()))
show("mu*=0.12 zero of R", brentq(s1.R, 100.0, 800.0), "meV", ".1f")

# Coulomb deficit
dwc = (ln_tc(lam, om, mu, wc * np.exp(H), N, s1.t) - ln_tc(lam, om, mu, wc * np.exp(-H), N, s1.t)) / (2 * H)
dmu = (ln_tc(lam, om, mu + 1e-4, wc, N, s1.t) - ln_tc(lam, om, mu - 1e-4, wc, N, s1.t)) / 2e-4
assert abs(dwc - s1.dwc) < 1e-6 and abs(dmu - s1.dmu) < 1e-5
assert dwc > 0 and abs(s1.fd.sum() + dwc / 2 - 0.5) < 1e-6
show("c.d, c'.d", [s1.cd, s1.cpd])
show("dlnTc/dln omega_c, dlnTc/dmu*", [dwc, dmu])
show("deficit 1/2-sum, -(mu*^2/2) dlnTc/dmu*", [0.5 - s1.fd.sum(), -mu**2 / 2 * dmu])
errs = []
for k in (1, 2, 4):
    s = s1 if k == 1 else Solution(lam, om, mu, k * wc, k * N)
    errs.append((0.5 - s.beta.sum()) / (-mu**2 / 2 * s.dmu) - 1)
assert abs(errs[2]) < 0.03 and 2.5 < errs[0] / errs[1] < 6 and 2.5 < errs[1] / errs[2] < 6
show("its rel. error, omega_c 1000, 2000, 4000 meV", errs)

# soft heavy mode and strong coupling limits
soft = [Solution(lam, np.array([w, 100.0]), 0.0, wc, 128) for w in (0.5, 1.0)]
bs = [x.beta_fd()[0] for x in soft]
t_alone = ln_tc(lam[1:], om[1:], 0.0, wc, 128)
assert abs(bs[1] / bs[0] - 4) < 0.05 and abs(soft[0].t - t_alone) < 2e-3
show("beta_H at omega_H 0.5, 1.0 meV", bs, "", ".4e")
show("Tc omega_H 0.5 meV, Tc without H peak", [soft[0].T, np.exp(t_alone)], "meV")
strong = Solution(1000 * lam, om, 0.0, wc, 64).beta_fd()
assert np.abs(strong / (lam * om**2 / (2 * (lam * om**2).sum())) - 1).max() < 0.01
show("lambda_i=500: beta H, L", strong)

# Gaussian peaks rescaled on a fixed frequency grid
dw = 0.5
grid, sig = np.arange(1, 401) * dw, np.array([2.0, 8.0])
peak = lambda i, sc: lam[i] * om[i] / 2 / (sig[i] * np.sqrt(2 * np.pi)) * np.exp(-(grid / sc - om[i])**2 / (2 * sig[i]**2))
tolam = lambda a: 2 * a * dw / grid
sg = Solution(tolam(peak(0, 1) + peak(1, 1)), grid, 0.0, wc, 128)
Rg = np.array([sg.R(w) for w in grid])
bint = np.array([(Rg * peak(i, 1)).sum() * dw for i in (0, 1)])
bg = []
for i in (0, 1):
    v = [ln_tc(tolam(peak(i, np.exp(-e / 2)) + peak(1 - i, 1)), grid, 0.0, wc, 128, sg.t) for e in (H, -H)]
    bg.append(-(v[0] - v[1]) / (2 * H))
assert np.abs(bint - bg).max() < 1e-6 and abs(sum(bg) - 0.5) < 1e-6
show("Gaussian widths H, L", sig, "meV", ".1f")
show("Gaussian lambda H, L", [tolam(peak(i, 1)).sum() for i in (0, 1)])
show("Gaussian Tc", sg.T, "meV = %.3f K" % (sg.T / KB))
show("Gaussian beta H, L, sum", np.r_[bint, bint.sum()], "", ".6f")

# mixed modes: masses in units of the light mass, force constant k in meV^2
k, mix, M0 = 1e4, 0.2, np.array([25.0, 1.0])
Phi, vec = k * np.array([[1, -mix], [-mix, 1]]), np.sqrt(0.5 * k) * np.ones(2)
def modes(M):
    w2, u = eigh(Phi, np.diag(M))
    return (vec @ u)**2 / w2, np.sqrt(w2), u
lm, wm, u = modes(M0)
sm = Solution(lm, wm, 0.0, wc, 128)
f = M0[:, None] * u**2
vu = vec @ u
transfer = 2 * vu[0] * vu[1] * M0 * u[:, 0] * u[:, 1] / (wm[1]**2 - wm[0]**2)
bform = f @ sm.beta - transfer * (sm.g(wm[0]) - sm.g(wm[1]))
bmix = []
for a in (0, 1):
    v = []
    for e in (H, -H):
        M = M0.copy()
        M[a] *= np.exp(e)
        l2, w2, _ = modes(M)
        v.append(ln_tc(l2, w2, 0.0, wc, 128, sm.t))
    bmix.append(-(v[0] - v[1]) / (2 * H))
assert np.abs(bform - bmix).max() < 1e-6 and abs(sum(bmix) - 0.5) < 1e-6
assert abs(bmix[0] - sm.beta[0]) > 1e-3
show("mixed input M_H/M_L, kappa/k, v^2/k", [M0[0] / M0[1], mix, vec[0]**2 / k], "", ".2f")
show("mixed input sqrt(k/M_L)", np.sqrt(k / M0[1]), "meV", ".1f")
show("mixed omega low, high", wm, "meV", ".4f")
show("mixed lambda low, high", lm)
show("mixed Tc", sm.T, "meV = %.3f K" % (sm.T / KB))
show("mixed f_H in low, high mode", f[0])
show("mixed dlam_low/dlnM for H, L", transfer)
show("mixed g low, high", [sm.g(w) for w in wm])
show("mixed peak beta low, high", sm.beta, "", ".6f")
show("mixed species beta H, L, sum", np.r_[bmix, sum(bmix)], "", ".6f")
print("tests ok")
```

Running it gives:

```
input omega H, L = 20.0 100.0 meV
input lambda H, L = 0.50 0.50 
input mu*, N = 0.12 256 
input omega_c = 1000 meV
peak areas lam*omega/2 H, L = 5.00 25.00 meV
mu*=0.00 Tc = 5.52476 meV = 64.112 K
mu*=0.00 nu_1 = 34.7131 meV
mu*=0.00 d_0..d_3 = 0.94734 0.27482 0.13270 0.07481 
mu*=0.00 W_1..W_4 = 1.31782 0.77934 0.48843 0.31926 
mu*=0.00 Q_H, Q_L, P = 0.33079 0.59068 0.92146 
mu*=0.00 g at H, L = 0.45365 2.35257 
mu*=0.00 G at H, L = 0.25063 0.25995 
mu*=0.00 R at H, L = 3.58980e-02 1.28204e-02 1/meV
mu*=0.00 beta H, L, sum (formula) = 0.179490 0.320510 0.500000 
mu*=0.00 beta H, L, sum (re-solved Tc) = 0.179490 0.320510 0.500000 
mu*=0.12 Tc = 3.18635 meV = 36.976 K
mu*=0.12 nu_1 = 20.0204 meV
mu*=0.12 d_0..d_3 = 0.94552 0.27707 0.13669 0.07853 
mu*=0.12 W_1..W_4 = 1.31658 0.78919 0.50271 0.33034 
mu*=0.12 Q_H, Q_L, P = 0.53151 0.40305 0.98491 
mu*=0.12 g at H, L = 0.91183 2.73309 
mu*=0.12 G at H, L = 0.29054 0.17417 
mu*=0.12 R at H, L = 5.39651e-02 8.18456e-03 1/meV
mu*=0.12 beta H, L, sum (formula) = 0.269825 0.204614 0.474439 
mu*=0.12 beta H, L, sum (re-solved Tc) = 0.269825 0.204614 0.474439 
omega_log rule lam_i/(2 lam) = 0.25000 0.25000 
omega_2 rule H, L = 0.01923 0.48077 
mu*=0 Tc, mass H +10%: solved, power law = 63.039 63.025 K
mu*=0 Tc, mass L +10%: solved, power law = 62.197 62.183 K
mu*=0.12 probe g at 5, 50, 600, 900 meV = 0.09647 2.01425 2.89740 2.72321 
mu*=0.12 zero of R = 255.6 meV
c.d, c'.d = 1.37553 -0.07626 
dlnTc/dln omega_c, dlnTc/dmu* = 0.05112 -3.84212 
deficit 1/2-sum, -(mu*^2/2) dlnTc/dmu* = 0.02556 0.02766 
its rel. error, omega_c 1000, 2000, 4000 meV = -0.07601 -0.01854 -0.00457 
beta_H at omega_H 0.5, 1.0 meV = 4.9373e-04 1.9606e-03 
Tc omega_H 0.5 meV, Tc without H peak = 3.94484 3.94289 meV
lambda_i=500: beta H, L = 0.01928 0.48072 
Gaussian widths H, L = 2.0 8.0 meV
Gaussian lambda H, L = 0.50516 0.50326 
Gaussian Tc = 5.52424 meV = 64.106 K
Gaussian beta H, L, sum = 0.178086 0.321914 0.500000 
mixed input M_H/M_L, kappa/k, v^2/k = 25.00 0.20 0.50 
mixed input sqrt(k/M_L) = 100.0 meV
mixed omega low, high = 19.5796 100.0832 meV
mixed lambda low, high = 0.75995 0.49005 
mixed Tc = 5.95018 meV = 69.049 K
mixed f_H in low, high mode = 0.99827 0.00173 
mixed dlam_low/dlnM for H, L = -0.01031 0.01031 
mixed g low, high = 0.35404 2.02848 
mixed peak beta low, high = 0.220078 0.279922 
mixed species beta H, L, sum = 0.202920 0.297080 0.500000 
tests ok
```
